**Sequential tunnelling through one trap in a rectangular barrier**

For a trap at distance $x$ from the left face of a barrier of width $d$, the one-spin rate is $R=\Gamma_0e^{-\kappa d}/(2\cosh[2\kappa(x-d/2)])$, where $\kappa$ is the decay constant and $\Gamma_0$ the width prefactor. It peaks at the centre with exponent $\kappa d$, half the direct exponent $2\kappa d$. The program asserts that this formula agrees within 3% with energy-integrated wave matching at three trap positions, and it also asserts the peak position, its width and the thickness slopes. For a 3 nm barrier the output gives exponents 11.29 and 22.59 and a peak rate of $3.04\times10^{10}$ s$^{-1}$. Further assertions cover unequal faces, two spins with single occupancy, partial filling and the zero-phonon overlap. The width of a three-dimensional trap, found from its flux, is asserted to agree with a complex-pole calculation; it is 0.016 of the one-dimensional width. Barrier tilt, mass anisotropy, two-band dispersion and thermal escape are printed as estimates without assertions of their own.

## Program and output

```python
"""Sequential tunnelling through one trap in a rectangular barrier.
Result under test, in atomic units (hbar = electron mass = charge = 1):
    R(x) = G0 exp(-kappa d) / (2 cosh(2 kappa (x - d/2))),
    G0 = 4 k kappa^3 / (m (k^2 + kappa^2)).
x: trap distance from left face; d: barrier width; m: effective mass;
k, kappa: wave number in electrode and decay constant in barrier.
R peaks at d/2 as exp(-kappa d); direct transmission goes as exp(-2 kappa d).
The independent road is exact wave matching with a delta-well trap,
integrated over energy. All example parameters are rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import minimize_scalar

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
TIME = sc.physical_constants["atomic unit of time"][0]
KB_EV = sc.k / sc.e

mass = 0.30
width_nm, barrier_eV, level_eV, bias_eV = 3.0, 1.9, 0.10, 0.20
d = width_nm / BOHR_NM
V, E, U = (v / HARTREE for v in (barrier_eV, level_eV, bias_eV))
depth = V - E
kappa = np.sqrt(2 * mass * depth)
k = np.sqrt(2 * mass * E)


def prefactor(kinetic):
    """Width prefactor for an electrode with this kinetic energy."""
    q = np.sqrt(2 * mass * kinetic)
    return 4 * q * kappa**3 / (mass * (q**2 + kappa**2))


G0 = prefactor(E)


def rate_formula(x, thick):
    return G0 * np.exp(-kappa * thick) / (2 * np.cosh(2 * kappa * (x - thick / 2)))


def transmission(energy, thick, x, strength, drop=0.0, electrode_mass=mass):
    """Exact matching, carried from the right electrode to the left one."""
    v_left = np.sqrt(2 * energy / electrode_mass)
    v_right = np.sqrt(2 * (energy + drop) / electrode_mass)
    q = np.sqrt(2 * mass * (V - energy))
    psi, slope = 1.0 + 0j, 1j * v_right       # slope = psi' / mass
    for length, well in ((thick - x, strength), (x, 0.0)):
        c, s = np.cosh(q * length), np.sinh(q * length)
        psi, slope = psi * c - slope * mass / q * s, slope * c - psi * q / mass * s
        slope = slope + 2 * well * psi
    incoming = (psi + slope / (1j * v_left)) / 2
    return v_right / (v_left * np.abs(incoming) ** 2)


def resonance(x, thick=d, drop=0.0, electrode_mass=mass):
    """Energy-integrated transmission / 2 pi, and its peak value."""
    scale = G0 * (np.exp(-2 * kappa * x) + np.exp(-2 * kappa * (thick - x)))
    limit = np.arctan(0.05 / HARTREE / scale)
    theta = np.linspace(-limit, limit, 4001)
    energy = E + scale * np.tan(theta)
    t = transmission(energy, thick, x, kappa / mass, drop, electrode_mass)
    area = trapezoid(t * scale / np.cos(theta) ** 2, theta)
    return area / (2 * np.pi), t.max()


def peak_position(function, thick=d):
    found = minimize_scalar(lambda x: -np.log(function(x)), method="bounded",
                            bounds=(0.35 * thick, 0.65 * thick),
                            options={"xatol": 1e-6})
    return found.x


def kinetic_rate(gl, gr, spins=1, fl=1.0, fr=0.0):
    """Steady state of the master equation, at most one electron on the trap."""
    enter = gl * fl + gr * fr
    leave = gl * (1 - fl) + gr * (1 - fr)
    unit = enter + leave
    matrix = np.zeros((spins + 1, spins + 1))
    matrix[0] = 1.0
    for s in range(1, spins + 1):
        matrix[s, 0], matrix[s, s] = enter / unit, -leave / unit
    p = np.linalg.solve(matrix, np.eye(spins + 1)[0])
    return spins * gl * fl * p[0] - gl * (1 - fl) * p[1:].sum()


# Rate law against exact scattering. Tolerance: finite energy window and
# level shift, both of the order of the resonance width.
profile = []
for fraction in (0.35, 0.5, 0.65):
    exact = resonance(fraction * d)[0]
    formula = rate_formula(fraction * d, d)
    assert abs(exact / formula - 1) < 0.03
    gl = G0 * np.exp(-2 * kappa * fraction * d)
    gr = G0 * np.exp(-2 * kappa * (1 - fraction) * d)
    assert abs(kinetic_rate(gl, gr) / formula - 1) < 1e-8
    profile.append((fraction, exact / TIME, formula / TIME))
exact_peak, top_transmission = resonance(d / 2)
assert top_transmission > 0.99
x_peak = peak_position(lambda x: resonance(x)[0])
assert abs(x_peak - d / 2) * BOHR_NM < 0.002
fwhm = np.arccosh(2) / kappa
half_ratio = resonance(d / 2 + fwhm / 2)[0] / exact_peak
assert abs(half_ratio - 0.5) < 0.01

# Thickness slopes: kappa for the trap, 2 kappa for direct tunnelling.
d4 = 4.0 / BOHR_NM
slope_trap = np.log(exact_peak / resonance(d4 / 2, d4)[0]) / (d4 - d)
direct = transmission(E, d, d / 2, 0.0)
slope_direct = np.log(direct / transmission(E, d4, d4 / 2, 0.0)) / (d4 - d)
assert abs(slope_trap / kappa - 1) < 0.01
assert abs(slope_direct / (2 * kappa) - 1) < 0.001
direct_formula = 16 * k**2 * kappa**2 / (k**2 + kappa**2) ** 2 * np.exp(-2 * kappa * d)
assert abs(direct / direct_formula - 1) < 0.001

# Unequal faces: right band edge lowered by the bias.
A, B = G0, prefactor(E + U)
shift_edge = np.log(A / B) / (4 * kappa)
x_edge = peak_position(lambda x: resonance(x, drop=U)[0])
assert abs(x_edge - d / 2 - shift_edge) * BOHR_NM < 0.002
edge_height = resonance(x_edge, drop=U)[0]
assert abs(edge_height / (np.sqrt(A * B) * np.exp(-kappa * d) / 2) - 1) < 0.02

# Two spin states, single occupancy.
def two_spin(x):
    return kinetic_rate(G0 * np.exp(-2 * kappa * x),
                        G0 * np.exp(-2 * kappa * (d - x)), spins=2)


shift_spin = np.log(2) / (4 * kappa)
x_spin = peak_position(two_spin)
assert abs(x_spin - d / 2 - shift_spin) * BOHR_NM < 0.001
spin_gain = two_spin(x_spin) / rate_formula(d / 2, d)
assert abs(spin_gain - np.sqrt(2)) < 1e-4

# Partial filling, level midway between the two Fermi levels.
filling = {}
for temperature in (300, 450):
    kt = KB_EV * temperature
    f_left = 1 / (1 + np.exp(-bias_eV / 2 / kt))
    filling[temperature] = kinetic_rate(1, 1, 1, f_left, 1 - f_left) / 0.5
    assert abs(filling[temperature] - np.tanh(bias_eV / 4 / kt)) < 1e-10


# Three-dimensional zero-range trap: flux summed over transverse momentum.
def width_3d(s):
    def integrand(kp):
        q, kz = np.sqrt(kappa**2 + kp**2), np.sqrt(max(k**2 - kp**2, 0))
        return kp * np.exp(-2 * (q - kappa) * s) * kz / mass * 4 / (q**2 + kz**2)
    return kappa * np.exp(-2 * kappa * s) * quad(integrand, 0, k)[0]


def pole_width_3d(s):
    """Width from the complex pole of the trap beside one reflecting face."""
    q_top = np.sqrt(2 * mass * V)

    def reflected(q):
        kz = np.sqrt(complex(q_top**2 - q**2))
        return (q + 1j * kz) / (q - 1j * kz) * np.exp(-2 * q * s)
    pole = complex(kappa)
    for _ in range(6):
        start = pole.real
        opts = dict(epsabs=0, epsrel=1e-8, limit=200)
        real = quad(lambda q: reflected(q).real, start, q_top, **opts)[0]
        real += quad(lambda q: reflected(q).real, q_top, q_top + 20 / s, **opts)[0]
        imag = quad(lambda q: reflected(q).imag, start, q_top, **opts)[0]
        bridge = reflected((pole + start) / 2) * (start - pole)
        pole = kappa + real + 1j * imag + bridge
    return (pole**2).imag / mass


g3 = width_3d(d / 2)
g3_pole = pole_width_3d(d / 2)
assert abs(g3_pole / g3 - 1) < 0.005
positions = np.linspace(0.2, 0.8, 61) * d
rates_3d = [1 / (1 / width_3d(x) + 1 / width_3d(d - x)) for x in positions]
assert np.argmax(rates_3d) == 30
ratio_3d = g3 / (G0 * np.exp(-kappa * d))
slope_3d = np.log(g3 / width_3d(d4 / 2)) / (d4 - d)

# Direct current density at zero temperature; the filled window is 0 to U.
flux = 2 / (2 * np.pi) * mass / (2 * np.pi) * quad(
    lambda e: (U - e) * transmission(e, d, d / 2, 0.0), 0, U,
    epsabs=0, epsrel=1e-7)[0]
area_cm2 = (BOHR_NM * 1e-7) ** 2
direct_current = flux / TIME / area_cm2 * sc.e
trap_rate_3d = kinetic_rate(g3, g3, spins=2)
crossover = flux / trap_rate_3d / area_cm2


# Tilted barrier: fixed trap depth below the local barrier top, WKB exponents.
def tilted(x):
    def decay(y):
        return 2 * np.sqrt(2 * mass * (depth + U * (x - y) / d))
    return 1 / (np.exp(quad(decay, 0, x)[0]) + np.exp(quad(decay, x, d)[0]))


x_tilt = peak_position(tilted)
tilt_gain = tilted(x_tilt) / (np.exp(-kappa * d) / 2)

light_mass = 0.20
mass_gain = resonance(d / 2, electrode_mass=light_mass)[0] / exact_peak
anisotropy_gain = np.exp(-kappa * d * (np.sqrt(1.1) - 1))
gap_eV = 6.0
kappa_two_band = kappa * np.sqrt(1 - depth * HARTREE / gap_eV)
two_band_gain = np.exp((kappa - kappa_two_band) * d)
huang_rhys = 3.0
offset = np.sqrt(2 * huang_rhys)
overlap = quad(lambda y: np.exp(-(y**2 + (y - offset) ** 2) / 2) / np.sqrt(np.pi),
               -12, 15)[0]
phonon_factor = overlap**2
assert abs(phonon_factor / np.exp(-huang_rhys) - 1) < 1e-6
escape = np.exp(-depth * HARTREE / (KB_EV * 450) + kappa * d)
field = bias_eV / width_nm * 10
breakdown = 10.0

print(f"barrier width {width_nm:.1f} nm; mean height {barrier_eV:.2f} eV")
print(f"level above left band edge {level_eV:.2f} eV; bias {bias_eV:.2f} V")
print(f"effective mass {mass:.2f} electron masses")
print(f"trap depth {depth * HARTREE:.2f} eV")
print(f"electrode wave number k {k / BOHR_NM:.4f} 1/nm")
print(f"decay constant kappa {kappa / BOHR_NM:.4f} 1/nm")
print(f"trap exponent kappa d {kappa * d:.3f}; direct 2 kappa d {2 * kappa * d:.3f}")
print(f"exp(-kappa d) {np.exp(-kappa * d):.3e}; squared {np.exp(-2 * kappa * d):.3e}")
print(f"width prefactor G0 {G0 * HARTREE:.3f} eV")
print(f"one-side width at centre {G0 * np.exp(-kappa * d) * HARTREE:.3e} eV")
for fraction, exact, formula in profile:
    print(f"x/d {fraction:.2f}: rate exact {exact:.3e}, formula {formula:.3e} 1/s")
print(f"peak position, exact {x_peak * BOHR_NM:.4f} nm = {x_peak * BOHR_NM * 10:.3f} angstrom")
print(f"peak full width at half maximum {fwhm * BOHR_NM:.3f} nm")
print(f"exact rate at half-width point / peak {half_ratio:.4f}")
print(f"largest coherent transmission, centred trap {top_transmission:.4f}")
print(f"direct transmission exact {direct:.3e}, formula {direct_formula:.3e}")
print(f"slope 3 to 4 nm / kappa: trap {slope_trap / kappa:.4f}, direct {slope_direct / kappa:.4f}")
print("NEGLECTED EFFECTS")
print(f"lower right edge: shift exact {(x_edge - d / 2) * BOHR_NM:.4f}, formula {shift_edge * BOHR_NM:.4f} nm")
print(f"lower right edge: peak rate factor {edge_height / exact_peak:.3f}")
print(f"two spins: shift {(x_spin - d / 2) * BOHR_NM:.4f} nm; peak factor {spin_gain:.4f}")
print(f"tilt (WKB): shift {(x_tilt - d / 2) * BOHR_NM:.4f} nm; peak factor {tilt_gain:.3f}")
print(f"filling factor: 300 K {filling[300]:.3f}; 450 K {filling[450]:.3f}")
print(f"3D trap: one-side width flux {g3 * HARTREE:.3e}, pole {g3_pole * HARTREE:.3e} eV")
print(f"3D trap: width / 1D width {ratio_3d:.5f}")
print(f"3D trap: slope 3 to 4 nm / kappa {slope_3d / kappa:.4f}")
print(f"3D trap, two spins: rate at centre {trap_rate_3d / TIME:.3e} 1/s")
print(f"direct current density, 0 K {direct_current:.3e} A/cm2")
print(f"centred aligned traps to equal direct current {crossover:.3e} 1/cm2")
print(f"electrode mass {light_mass:.2f}: rate factor {mass_gain:.3f}")
print(f"barrier mass +10%: exponential rate factor {anisotropy_gain:.3f}")
print(f"two-band, gap {gap_eV:.1f} eV: kappa {kappa_two_band / BOHR_NM:.3f} 1/nm; factor {two_band_gain:.2f}")
print(f"zero-phonon factor, Huang-Rhys S {huang_rhys:.1f}: {phonon_factor:.4f}")
print(f"thermal escape / trap tunnelling, 450 K, equal prefactors {escape:.1e}")
print(f"field {field:.2f} MV/cm; rough breakdown {breakdown:.0f} MV/cm; ratio {field / breakdown:.3f}")
print("PASS")
```

Printed output:

```
barrier width 3.0 nm; mean height 1.90 eV
level above left band edge 0.10 eV; bias 0.20 V
effective mass 0.30 electron masses
trap depth 1.80 eV
electrode wave number k 0.8874 1/nm
decay constant kappa 3.7647 1/nm
trap exponent kappa d 11.294; direct 2 kappa d 22.588
exp(-kappa d) 1.244e-05; squared 1.549e-10
width prefactor G0 3.215 eV
one-side width at centre 4.002e-05 eV
x/d 0.35: rate exact 2.016e+09, formula 2.050e+09 1/s
x/d 0.50: rate exact 3.036e+10, formula 3.040e+10 1/s
x/d 0.65: rate exact 2.016e+09, formula 2.050e+09 1/s
peak position, exact 1.5000 nm = 15.000 angstrom
peak full width at half maximum 0.350 nm
exact rate at half-width point / peak 0.4994
largest coherent transmission, centred trap 1.0000
direct transmission exact 1.235e-10, formula 1.235e-10
slope 3 to 4 nm / kappa: trap 0.9997, direct 2.0000
NEGLECTED EFFECTS
lower right edge: shift exact -0.0298, formula -0.0298 nm
lower right edge: peak rate factor 1.252
two spins: shift 0.0460 nm; peak factor 1.4142
tilt (WKB): shift -0.0245 nm; peak factor 1.006
filling factor: 300 K 0.959; 450 K 0.859
3D trap: one-side width flux 6.564e-07, pole 6.564e-07 eV
3D trap: width / 1D width 0.01640
3D trap: slope 3 to 4 nm / kappa 1.0104
3D trap, two spins: rate at centre 6.648e+08 1/s
direct current density, 0 K 8.275e-03 A/cm2
centred aligned traps to equal direct current 7.768e+07 1/cm2
electrode mass 0.20: rate factor 1.193
barrier mass +10%: exponential rate factor 0.576
two-band, gap 6.0 eV: kappa 3.150 1/nm; factor 6.33
zero-phonon factor, Huang-Rhys S 3.0: 0.0498
thermal escape / trap tunnelling, 450 K, equal prefactors 5.6e-16
field 0.67 MV/cm; rough breakdown 10 MV/cm; ratio 0.067
PASS
```
